# Core-polarisation correction to the dipole operator and alkali resonance strengths

## A special case on a line

Place a polarisable point core at the origin and an electron on the positive $z$ axis at distance $z$. Atomic units are used throughout, so the electron has charge $-1$, lengths are in $a_0$ and energies in $E_h$. The field of a negative charge points towards it, so at the core the electron produces the field $+1/z^2$. A core of polarisability $\alpha$ acquires the moment $+\alpha/z^2$. The electron's own moment is $-z$, and the total is

$$-z+\frac{\alpha}{z^2}=-z\left(1-\frac{\alpha}{z^3}\right).$$

The core moment opposes the electron's moment. For the sodium core the Hartree–Fock value in the basis used below is $\alpha=0.9456$ (0.9453 in a denser basis), and at $z=4$ the core moment is $0.9456/16=0.0591$, which is 1.5% of the electron's moment. When the electron changes its state the core moment changes with it, and both radiate.

## Assumptions and statement

The atom has one valence electron at $\mathbf r$ and a closed-shell, spherical core with nondegenerate ground state $|0\rangle$. The radiation field is uniform over the atom. In addition:

- **A1.** The core responds linearly, with static polarisability $\alpha$.
- **A2.** The transition energy $\omega$ is small compared with the core excitation energies $\Delta_n$.
- **A3.** The valence electron is outside the core charge.
- **A4.** Exchange between the valence electron and the core's response is neglected.

**Theorem.**

(a) Under A1–A4, to first order in the dipole interaction between core and valence electron, the transition operator acting on valence states is

$$\mathbf T=-\mathbf r\left(1-\frac{\alpha}{r^3}\right).$$

(b) Without A3, $\alpha$ is replaced by $\alpha\chi(r)$. The function $\chi$ follows from the core's density response and tends to 1 outside the core.

(c) Let $P_s$, $P_p$ be the radial functions of the $ns$ and $np$ states, normalised by $\int P^2dr=1$, and let

$$D_0=\int P_sP_p\,r\,dr,\qquad w=\frac1{D_0}\int P_sP_p\,\frac{\chi}{r^2}\,dr .$$

For given orbitals and transition energy, the correction lowers the line strength by the fraction

$$Q=1-(1-\alpha w)^2=2\alpha w-\alpha^2w^2,$$

which is positive when $0<\alpha w<2$.

The theorem does not say that $Q$ grows from lithium to caesium, because $w$ depends on the orbitals. That growth is a numerical result, established below for a stated model.

## Lemma 1: the energy in a static field

*The part of the energy linear in a uniform field $\mathbf E$ is $\mathbf E\cdot\mathbf r\,(1-\alpha/r^3)$.*

**Proof.** A core with moment $\mathbf d$ in a total field $\mathbf F$ has energy $d^2/(2\alpha)-\mathbf d\cdot\mathbf F$. The first term is the cost of polarising it. The minimum lies at $\mathbf d=\alpha\mathbf F$, where the energy is $-\tfrac12\alpha F^2$. The electron contributes the field $\mathbf r/r^3$ at the core, so $\mathbf F=\mathbf E+\mathbf r/r^3$. Since $|\mathbf r/r^3|^2=1/r^4$,

$$-\tfrac12\alpha F^2=-\tfrac12\alpha E^2-\alpha\frac{\mathbf E\cdot\mathbf r}{r^3}-\frac{\alpha}{2r^4}.$$

The factor 2 in the cross term of the square cancels the $\tfrac12$. The electron's direct energy is $-(-\mathbf r)\cdot\mathbf E=+\mathbf E\cdot\mathbf r$. Adding it to the cross term gives the result. ∎

The last term, $-\alpha/(2r^4)$, acts without any external field. It is the polarisation potential, which changes the valence orbitals. The corrected dipole operator and this potential come from the same response, but they are separate effects.

## Lemma 2: the transition element

*Under A1–A4 the element between valence states $a$ and $b$ is that of $-\mathbf r(1-\alpha/r^3)$.*

**Proof.** Let $\mathbf D=-\sum_k\mathbf r_k$ be the dipole operator of the core electrons. For $r>r_k$ the repulsion expands as $1/|\mathbf r-\mathbf r_k|=1/r+\mathbf r\cdot\mathbf r_k/r^3+\dots$, so its dipole part, summed over the core, is

$$V=-\mathbf D\cdot\frac{\mathbf r}{r^3}.$$

The total dipole operator is $\mathbf D-\mathbf r$. Write $\varepsilon_a,\varepsilon_b$ for the valence energies and $\omega=\varepsilon_b-\varepsilon_a$. First-order perturbation theory mixes $|0,a\rangle$ with states $|n,c\rangle$ in which the core is excited:

$$|\tilde a\rangle=|0,a\rangle+\sum_{n,c}|n,c\rangle\frac{\langle n,c|V|0,a\rangle}{\varepsilon_a-\varepsilon_c-\Delta_n},$$

and likewise for $b$. There is no term $n=0$, because $\langle0|\mathbf D|0\rangle=0$ for a spherical core.

In $\langle\tilde b|\mathbf D-\mathbf r|\tilde a\rangle$ the zero-order part is $-\langle b|\mathbf r|a\rangle$. At first order $\mathbf r$ does not contribute, since it cannot change the core state. The operator $\mathbf D$ leaves the valence state unchanged, so $c=b$ in the admixture to $a$, and $c=a$ in the admixture to $b$. The denominators are then

$$\varepsilon_a-\varepsilon_b-\Delta_n=-(\Delta_n+\omega),\qquad \varepsilon_b-\varepsilon_a-\Delta_n=-(\Delta_n-\omega).$$

Their minus signs cancel the minus sign in $V$. Component $i$ of the first-order part is

$$\sum_{n,j}\left[\frac{\langle0|D_i|n\rangle\langle n|D_j|0\rangle}{\Delta_n+\omega}+\frac{\langle0|D_j|n\rangle\langle n|D_i|0\rangle}{\Delta_n-\omega}\right]\left\langle b\left|\frac{r_j}{r^3}\right|a\right\rangle .$$

Summed over the members of a degenerate core level, each product of $D$ elements is a rotation-invariant tensor, hence proportional to $\delta_{ij}$. Using $1/(\Delta+\omega)+1/(\Delta-\omega)=2\Delta/(\Delta^2-\omega^2)$, the first-order part becomes

$$\alpha(\omega)\left\langle b\left|\frac{r_i}{r^3}\right|a\right\rangle,\qquad \alpha(\omega)=\sum_n\frac{2\Delta_n|\langle n|D_z|0\rangle|^2}{\Delta_n^2-\omega^2}.$$

By A2, $\alpha(\omega)$ may be replaced by $\alpha(0)=\alpha$. Adding the zero-order part proves the lemma, and with it part (a). ∎

**Remark on A2.** Each term of $\alpha(\omega)$ exceeds its static value by the factor $1/(1-\omega^2/\Delta_n^2)$. With the energy of the highest core orbital as an estimate of $\Delta_n$, $\omega^2/\Delta_n^2$ is 0.0006 for Li and 0.0036 for Cs. Core excitations can lie below this estimate. At half of it the caesium figure would be about 1.4%, still relative to the correction and not to the full dipole element. The static form fails when $\omega$ approaches a core excitation.

## Lemma 3: a core of finite size

*Let a unit field along $z$ change the core's electron density by $f(r)\cos\theta$. Then the $z$ component of the transition operator is $-\cos\theta\,[r+U(r)]$, with*

$$U(r)=\frac{4\pi}{3}\left[\frac1{r^2}\int_0^r f(s)s^3ds+r\int_r^\infty f(s)\,ds\right].$$

**Proof.** Replace $V$ by the full repulsion $W(\mathbf r)=\sum_k1/|\mathbf r-\mathbf r_k|$. Its core average $\langle0|W|0\rangle$ belongs to the mean field that determines the valence orbitals. The steps of Lemma 2, with $\omega$ neglected and real core states, give the addition to the $z$ component

$$-2\sum_n\frac{\langle0|D_z|n\rangle\langle n|W(\mathbf r)|0\rangle}{\Delta_n}.$$

A unit external field perturbs the core by $-D_z$. The resulting first-order change of the average of $W$ is

$$-2\sum_n\frac{\langle0|W|n\rangle\langle n|(-D_z)|0\rangle}{\Delta_n}=+2\sum_n\frac{\langle0|D_z|n\rangle\langle n|W|0\rangle}{\Delta_n}.$$

This change is the repulsion energy of the valence electron with the density $f\cos\theta$; call it $U\cos\theta$. The addition to the transition operator is therefore $-U\cos\theta$.

To evaluate $U$, use the $l=1$ part of the Coulomb repulsion, $(r_</r_>^2)\cos\gamma$, where $\gamma$ is the angle between the two position vectors. The angular integral of $\cos\theta'\cos\gamma$ is $(4\pi/3)\cos\theta$. With the volume factor $s^2ds$, the inner region contributes $s^2\cdot s/r^2=s^3/r^2$ and the outer region $s^2\cdot r/s^2=r$. ∎

**Outside the core.** The induced core moment per unit field is $\alpha=-\int z\,f\cos\theta\,d^3r=-\tfrac{4\pi}{3}\int_0^\infty f s^3ds$. Once $f$ has died out, $U=-\alpha/r^2$. Defining $\chi=-r^2U/\alpha$ gives $r+U=r-\alpha\chi/r^2$ with $\chi\to1$, which proves part (b).

**Near the nucleus.** Consider an exact, non-relativistic core of $N=Z-1$ electrons around a fixed nucleus of charge $Z$, in a weak field $E$ along $z$. In a stationary state the mean total force on the electrons vanishes, and their mutual forces cancel in pairs. The external force is $-NE$, so the nucleus must pull the electrons with $+NE$. The reaction on the nucleus is $-NE$, which means that the displaced electrons produce the field $-NE/Z$ there. A valence electron near the origin then has the extra energy $-(N/Z)Ez$, hence $U\to-(N/Z)r$ and

$$r+U\to r\left(1-\frac{Z-1}{Z}\right)=\frac rZ .$$

At the nucleus the core screens most of the field but does not reverse it; the argument does not fix the field elsewhere in the core. The point form $r-\alpha/r^2$ would diverge with the opposite sign.

**A reciprocal meaning.** The first sum in the proof is also the core moment caused by a unit negative charge at $\mathbf r$, because that charge perturbs the core by $W(\mathbf r)$. For a charge on the $z$ axis at distance $R$ the moment is $-U(R)$. The special case on a line thus extends into the core.

## Proof of part (c)

The angular integral of $\cos\theta$ between an $s$ state and the $p$ state with $m=0$ is $1/\sqrt3$. The corrected radial element is

$$D=\int P_sP_p\left(r-\frac{\alpha\chi}{r^2}\right)dr=D_0-\alpha wD_0=D_0(1-\alpha w).$$

The line strength is proportional to $D^2$, so $Q=1-D^2/D_0^2$ has the stated form. It factors as $\alpha w(2-\alpha w)$, which is positive for $0<\alpha w<2$. ∎

For light polarised along $z$ the absorption oscillator strength is

$$f_{\rm osc}=2\,\Delta E\left(\frac{D}{\sqrt3}\right)^2=\frac23\Delta E\,D^2,$$

with $\Delta E$ the $ns$–$np$ energy. It falls by the same fraction $Q$ at fixed $\Delta E$.

**When the strength rises.** If $w<0$, the correction strengthens the line. This can happen because $P_sP_p$ changes sign at the nodes, and the weights $r$ and $\chi/r^2$ favour different regions. If $D_0$ nearly vanishes by cancellation, $|\alpha w|$ need not be small, and the first-order result is then unreliable as a relative correction. The theorem therefore does not guarantee a lowering for every alkali line.

## The five resonance lines

**Model.** The orbitals are frozen-core Hartree–Fock orbitals in Gaussian bases. Li, Na and K are treated with all electrons and without relativity. Rb and Cs have effective core potentials that leave eight core electrons active and include scalar relativity. The valence orbitals are computed with the potential $-U^2/(2\alpha)=-\alpha\chi^2/(2r^4)$. This has the outer limit required by Lemma 1; its damping inside the core is a choice. Spin–orbit coupling, the response of the shells replaced by effective potentials, correlation within the core, and core–valence correlation beyond core polarisation are omitted. The polarisabilities used here are therefore Hartree–Fock values.

**Tests of the operator.** Small charges were placed near Na⁺ and the results scaled to unit charge. At $R=1$ the induced moment is $0.3353\,e a_0$, in agreement with $-U(R)$, while the point formula gives 0.9456. Thus $\chi(1)=0.3353/0.9456=0.355$. At $R=12$ all three values are 0.0066. The mixed charge–field energy at $R=4$ is $-0.05907$, against $-\alpha/R^2=-0.05910$, which confirms the full $\alpha$ in the cross term of Lemma 1. The energy of the polarised core at $R=12$ is 0.6% larger in magnitude than $\alpha/(2R^4)$. Higher multipoles also lower the energy, so the sign of this difference is the expected one. Its size is not converged, because the basis has no f functions, which the quadrupole response of the 2p shell requires. In a denser basis with f functions the quadrupole polarisability rises from 0.78 to 1.52 a.u. and the excess becomes 1.1%. The moment at $R=1$ moves to 0.3356, and $\chi(1)$ stays at 0.355.

**Caesium in detail.** Here $\alpha=15.80\,a_0^3$, $w=0.004453\,a_0^{-3}$ and $D_0=5.950\,a_0$. Then

$$\alpha w=0.0704,\qquad D=5.950(1-0.0704)=5.531\,a_0,$$
$$Q=2(0.0704)-(0.0704)^2=0.136 .$$

With $\Delta E=0.05178\,E_h$, the oscillator strength falls from $\tfrac23(0.05178)(5.950)^2=1.22$ to $\tfrac23(0.05178)(5.531)^2=1.06$. The last digits depend on the basis. A denser basis gives $\alpha=15.82$, $w=0.004461$, $D_0=5.941$, $D=5.522$ and $\Delta E=0.05197$, while $Q=0.136$ and the two oscillator strengths are unchanged to the digits shown.

**The series.**

| Atom | $\alpha$ ($a_0^3$) | $w$ ($a_0^{-3}$) | $Q$ (%) |
|---|---:|---:|---:|
| Li | 0.19 | 0.0225 | 0.8 |
| Na | 0.95 | 0.0136 | 2.6 |
| K | 5.46 | 0.0074 | 7.9 |
| Rb | 8.73 | 0.0058 | 9.9 |
| Cs | 15.80 | 0.0045 | 13.6 |

The drop increases at every step. A denser basis moves $Q$ by at most 0.04 percentage points, but the model choices matter more. All-electron non-relativistic cores give $\alpha=9.14$, $Q=10.3\%$ for Rb and $\alpha=16.12$, $Q=13.1\%$ for Cs. Damping the polarisation potential with $1-e^{-(r/r_c)^6}$, with $r_c$ fitted to the measured $ns$ level, moves $Q$ by up to 0.2 points. The ordering survives both changes. From Li to Cs, $\alpha$ grows by a factor 83, while $w$ falls to 0.198 of its initial value. Their product grows by $83.4\times0.198=16.5$. The drop itself grows by 16.0, slightly less because of the term $-\alpha^2w^2$. The trend is therefore driven by the polarisability, against a decreasing $w$, which contains both the orbitals and the damping $\chi$.

**Orbitals and exchange.** With Hartree–Fock orbitals computed without the polarisation potential, the drops run from 0.8% in Li to 11.4% in Cs (11.5% in a denser basis). Since $\alpha$ and $\chi$ are unchanged, the larger 13.6% obtained with the potential means a larger $w$. A4 can be relaxed by adding the exchange part of the field-induced change in the Hartree–Fock operator. The caesium drop then becomes 12.9%. In both variants the drop still increases at every step, so the ordering is more secure within this model than the last digit of any one value.

**The undamped operator.** The point form changes sign at $r=\alpha^{1/3}$, which is $0.57\,a_0$ for Li and $2.51\,a_0$ for Cs. These radii lie inside those beyond which $\chi$ stays above 0.9, namely 1.44 and $3.61\,a_0$. The sign change therefore falls where A3 is not secured. Between 85% and 94% of the net damped correction comes from beyond the $\chi=0.9$ radii, but the remainder matters. Setting $\chi=1$ everywhere changes the drop from 13.6% to 18.8% in Cs, and from 0.85% to 0.66% in Li. The two forms of $D$ differ by $\alpha\int P_sP_p(1-\chi)r^{-2}dr$, so this inner integral is positive in Cs and negative in Li. For Rb and Cs it also depends on orbitals shaped by the effective potential. The undamped drops also increase along the series, but their sizes should not be used as estimates for the real atoms. The remaining values are in the numerical output. The undamped drops for Na and K are sensitive to the basis and move from 2.93% to 2.88% and from 10.45% to 10.16% in a denser one.

## Computed results

```
Na+ moment, unit charge at  1.0 a0: 0.33529 e a0; from U 0.33529; alpha/R^2 0.94563
Na+ moment, unit charge at 12.0 a0: 0.00657 e a0; from U 0.00657; alpha/R^2 0.00657
Na+ energy, unit charge at 12 a0: -2.2935e-05 Eh; -alpha/(2R^4) -2.2802e-05
Na+ mixed charge-field energy at 4 a0: -0.05907 a.u.; -alpha/R^2 -0.05910
alpha (a0^3), radius where chi=0.9 (a0), top core level (Eh)
Li   0.1895   1.441   -2.7923
Na   0.9456   2.017   -1.7968
K    5.4577   2.777   -1.1701
Rb   8.7344   3.159   -1.0105
Cs  15.7992   3.614   -0.8605
Levels (Eh): HF ns, HF np, with V_pol ns, np, gap
Li  -0.19630  -0.12864  -0.19890  -0.13057  0.06833
Na  -0.18181  -0.10943  -0.18733  -0.11134  0.07598
K   -0.14699  -0.09554  -0.15797  -0.09998  0.05798
Rb  -0.13937  -0.09024  -0.15152  -0.09494  0.05658
Cs  -0.12766  -0.08430  -0.14172  -0.08994  0.05178
D0, D (a0); w (a0^-3); share of correction beyond chi=0.9 radius
Li   4.0646   4.0473  0.022452   0.932
Na   4.4157   4.3590  0.013575   0.877
K    5.2906   5.0778  0.007370   0.863
Rb   5.5295   5.2473  0.005842   0.861
Cs   5.9498   5.5312  0.004453   0.855
Oscillator strength bare, corrected; (gap/core level)^2
Li  0.7526  0.7462  0.00060
Na  0.9877  0.9625  0.00179
K   1.0820  0.9967  0.00246
Rb  1.1532  1.0385  0.00313
Cs  1.2220  1.0561  0.00362
Strength drop (%): damped; HF orbitals; with exchange; undamped
Li   0.849   0.813   0.858    0.661
Na   2.551   2.397   2.471    2.929
K    7.882   6.864   7.558   10.450
Rb   9.946   8.603   9.474   14.207
Cs  13.576  11.440  12.907   18.758
Cs/Li ratios: alpha 83.38, w 0.198, drop 15.99
```
